# The Gain-Maximizing Number of Transistors in a Distributed Amplifier

In a distributed amplifier the gates of $N$ equal transistors tap one artificial transmission line, and their drains feed another. The input wave runs along the gate line and excites one transistor after another. If the drain wave keeps step with it, the output contributions add in phase. Each added transistor supplies current, but it also lengthens both lines: the new transistor is driven by a weakened gate wave, and the earlier contributions must cross one more lossy drain section. At some number the gain stops rising.

Let $A_g$ and $A_d$ be the amplitude attenuations per section of the gate and drain lines, in nepers, with $A_g\ne A_d$ and both positive. For synchronized lines the gain, with $N$ treated as continuous, is largest at

$$N^*=\frac{\ln(A_d/A_g)}{A_d-A_g}. \tag{1}$$

The model is linear, at one frequency below the line cutoff. The cells are identical, the line ends are matched, and no signal passes through the gate-drain capacitance $C_{gd}$, although its capacitive loading of each line is kept. Both attenuations stay fixed as $N$ varies. The time factor is $e^{j\omega t}$.

## First derivation: summing the waves

**The lines.** Each line is a ladder with series impedance $Z$ between nodes and shunt admittance $Y$ at each node. Current balance at node $k$ reads

$$\frac{V_{k-1}-V_k}{Z}-\frac{V_k-V_{k+1}}{Z}=YV_k ,$$

so $V_{k-1}+V_{k+1}=(2+ZY)V_k$. A wave $V_k\propto e^{-k\gamma}$ satisfies this if

$$\cosh\gamma=1+\frac{ZY}{2},\qquad \gamma=A+j\beta. \tag{2}$$

Each line ends in a half coil $Z/2$ followed by an impedance $Z_T$. There is no reflection if this end looks like an infinite continuation, whose next series branch carries the current $V_N(1-e^{-\gamma})/Z$. Hence

$$Z_T=\frac{Z}{1-e^{-\gamma}}-\frac Z2=\frac Z2\coth\frac{\gamma}{2}.$$

With matched ends the gate voltages are $V_k=V_1e^{-(k-1)\gamma_g}$. Neither $V_1$ nor the input power depends on $N$.

**One transistor's contribution.** The gate branch is $R_i$ in series with $C_{gs}$, so the control voltage is $V_k/(1+j\omega R_iC_{gs})$. The current injected into drain node $k$ is

$$I_k=-\frac{g_mV_k}{1+j\omega R_iC_{gs}} .$$

It launches equal waves in both directions. If $U$ is the voltage it creates at its own node, current balance there gives

$$I_k=U\left[Y_d+\frac{2(1-e^{-\gamma_d})}{Z}\right].$$

By (2), $ZY_d=e^{\gamma_d}+e^{-\gamma_d}-2$. The bracket is therefore $(e^{\gamma_d}-e^{-\gamma_d})/Z$, and

$$U=\frac{Z}{2\sinh\gamma_d}\,I_k. \tag{3}$$

At the last drain node this voltage has become $Ue^{-(N-k)\gamma_d}$. The final half coil and the load divide it by a ratio that does not contain $N$.

**The sum.** All factors independent of $N$ may be collected in a constant $K$, so that $V_L=KS_N$ with

$$S_N=\sum_{k=1}^{N}e^{-(k-1)\gamma_g-(N-k)\gamma_d}.$$

This is a geometric series with first term $e^{-(N-1)\gamma_d}$ and ratio $e^{\gamma_d-\gamma_g}$. Summing it and multiplying numerator and denominator by $e^{-\gamma_d}$ gives

$$S_N=\frac{e^{-N\gamma_g}-e^{-N\gamma_d}}{e^{-\gamma_g}-e^{-\gamma_d}}. \tag{4}$$

Synchronization means $\beta_g=\beta_d=\beta$. The numerator then has the common phase factor $e^{-jN\beta}$ and the denominator $e^{-j\beta}$, which leaves

$$|S_N|=\frac{e^{-NA_g}-e^{-NA_d}}{e^{-A_g}-e^{-A_d}}. \tag{5}$$

The power gain is proportional to $|S_N|^2$ and has its maximum where $|S_N|$ does.

**The maximum.** Take $A_d>A_g$; exchanging the two attenuations leaves (5) unchanged, so the other order needs no separate treatment. The denominator is positive and independent of $N$. The derivative of the numerator is

$$-A_ge^{-NA_g}+A_de^{-NA_d}
=A_ge^{-NA_d}\left[\frac{A_d}{A_g}-e^{N(A_d-A_g)}\right].$$

The bracket falls steadily with $N$ from a positive value at $N=0$. It changes sign once, where $e^{N(A_d-A_g)}=A_d/A_g$. The logarithm of this condition is (1), and the point is the global maximum.

## Second derivation: adding a slice at either end

The result also follows without summing a series. Spread the transistors uniformly along the lines and measure length $x$ in sections. Remove the phase common to both waves, and let $D(x)$ be the output amplitude of an amplifier of length $x$. The unit is chosen so that a slice $dx$ with full gate drive and no drain loss contributes $dx$.

Lengthen the amplifier at the load end. The old output crosses an extra length $dx$ of drain line and loses the fraction $A_d\,dx$. The new slice is driven by a gate wave that has already travelled the distance $x$. Thus

$$\frac{dD}{dx}=-A_dD+e^{-A_gx}. \tag{6}$$

Now lengthen the same amplifier at the source end. Every old slice receives a gate wave weakened by the fraction $A_g\,dx$, while the new slice has full drive but its output must travel the distance $x$ along the drain line:

$$\frac{dD}{dx}=-A_gD+e^{-A_dx}. \tag{7}$$

For uniform lines both operations produce the same amplifier of length $x+dx$, so both equations hold. Where the output is stationary, they give

$$A_dD=e^{-A_gx},\qquad A_gD=e^{-A_dx}.$$

Dividing the first by the second eliminates $D$:

$$\frac{A_d}{A_g}=e^{(A_d-A_g)x}.$$

This is (1) again, with $x=N^*$. The first stationary condition has a direct meaning: the amplitude lost by the existing drain wave in an added slice equals what that slice contributes.

The point is a maximum. Differentiating (6) and setting $D'=0$ gives $D''=-A_ge^{-A_gx}<0$ at any stationary point. Two maxima would need a minimum between them, so there is one.

**Whole transistors.** The same two operations with a discrete cell give, for synchronized lines and $s_N=|S_N|$,

$$s_{N+1}-s_N=e^{-NA_g}-(1-e^{-A_d})s_N,$$

$$s_{N+1}-s_N=e^{-NA_d}-(1-e^{-A_g})s_N.$$

Multiply the first by $1-e^{-A_g}$, the second by $1-e^{-A_d}$, and subtract. The terms in $s_N$ cancel:

$$(e^{-A_d}-e^{-A_g})(s_{N+1}-s_N)=(1-e^{-A_g})e^{-NA_g}-(1-e^{-A_d})e^{-NA_d}.$$

For $A_d>A_g$ the factor on the left is negative. An added transistor therefore raises the gain if $e^{N(A_d-A_g)}<(1-e^{-A_d})/(1-e^{-A_g})$, that is, if $N<M$ with

$$M=\frac{1}{A_d-A_g}\ln\frac{1-e^{-A_d}}{1-e^{-A_g}}. \tag{8}$$

The best integer is $M$ rounded up; if $M$ is itself an integer, $M$ and $M+1$ tie. The expression is symmetric in the two attenuations, so it also serves for $A_d<A_g$.

Expression (5), read as a function of continuous $N$, has equal values at $M$ and $M+1$. Its single maximum must lie between them, so $M<N^*<M+1$. For small losses, $1-e^{-a}=2e^{-a/2}\sinh(a/2)$ gives $\ln(1-e^{-a})\approx\ln a-a/2+a^2/24$. Inserting this in (8) yields

$$M\approx N^*-\frac12+\frac{A_g+A_d}{24}.$$

Rounding $N^*$ to the nearest integer thus gives the right answer at small loss, except when $N^*$ lies very close to a half-integer.

## What each derivation assumes

Both derivations need linear cells, uniform attenuation, equal phase velocities, matched ends and no feedback. They use these assumptions differently.

The wave sum starts from a definite ladder. It therefore supplies the constant $K$ and also covers lines that are out of step. Factoring $e^{-N(\gamma_g+\gamma_d)/2}$ out of the numerator of (4), treating the denominator in the same way, and using $|\sinh(u+jv)|^2=\sinh^2u+\sin^2v$, one finds

$$|S_N|^2=e^{-(N-1)(A_g+A_d)}\,
\frac{\sinh^2(N\Delta/2)+\sin^2(N\delta/2)}{\sinh^2(\Delta/2)+\sin^2(\delta/2)},$$

where $\Delta=A_d-A_g$ and $\delta=\beta_d-\beta_g$. Formula (1) requires the accumulated phase error $N\delta$ to be small. Otherwise late and early contributions partly cancel.

The slice argument needs no ladder, but it replaces separate cells by a continuous distribution. Solving (6) with $D(0)=0$ gives $D=(e^{-A_gx}-e^{-A_dx})/(A_d-A_g)$. This differs from (5) by a factor independent of length, which is why the two maxima coincide even when the loss per section is not small. The absolute amplitudes do differ. The source-end equation (7) relies on uniformity: if the lines were tapered, adding a cell at the front would not produce the same amplifier as adding one at the back.

## Limits and flatness

Let $m=\sqrt{A_gA_d}$ and write the larger and smaller attenuations as $me^{u}$ and $me^{-u}$, with $u>0$. Then

$$N^*=\frac{1}{m}\frac{u}{\sinh u}.$$

Since $\tanh u<u<\sinh u$,

$$\frac{2}{A_g+A_d}<N^*<\frac{1}{\sqrt{A_gA_d}}. \tag{9}$$

As the attenuations approach a common value $A$, both bounds tend to $1/A$. In the opposite limit, $A_g\to0$ at fixed $A_d$, $N^*$ grows without bound as $\ln(A_d/A_g)/A_d$. The amplitude (5) then approaches the plateau $1/(1-e^{-A_d})$: each new cell merely replaces what the drain line loses.

The identity $1/N^*=\int_0^1A_g^{1-t}A_d^{\,t}\,dt$ shows that raising either attenuation lowers $N^*$.

The maximum is broad. At $N^*$ let $q=A_ge^{-N^*A_g}=A_de^{-N^*A_d}$. The numerator $f$ of (5) is then $q(1/A_g-1/A_d)$, and its second derivative is $q(A_g-A_d)$, so $f''/f=-A_gA_d$. Near the maximum

$$\frac{|S_N|}{|S|_{\max}}\approx1-\frac{A_gA_d}{2}(N-N^*)^2. \tag{10}$$

## Where the attenuations come from

Let a small shunt conductance $G$ and a small series resistance $R_s$ be added to a lossless section with $Z=j\omega L$ and $Y=j\omega C$. Varying (2) gives

$$\sinh\gamma\;\delta\gamma=\tfrac12(Z\,G+Y\,R_s).$$

In the lossless line $\gamma=j\beta$ and $\sin(\beta/2)=\omega/\omega_c$, where $\omega_c=2/\sqrt{LC}$. With $Z_0=\sqrt{L/C}$ and $r=\sqrt{1-(\omega/\omega_c)^2}$ we have $\sin\beta=2r\omega/\omega_c$. Hence $\omega L/\sin\beta=Z_0/r$ and $\omega C/\sin\beta=1/(Z_0r)$, and

$$A\approx\frac{GZ_0}{2r}+\frac{R_s}{2Z_0r}. \tag{11}$$

On the drain line $G=1/R_{ds}$. On the gate line the real part of the branch admittance is $\omega^2C_{gs}^2R_i$ when $(\omega R_iC_{gs})^2\ll1$. With lossless coils, and where these weak-loss formulas hold (on the drain line this requires $1/R_{ds}\ll\omega C$), the gate loss therefore rises at least as fast as $\omega^2$, the drain loss rises as $1/r$, and the best number falls with frequency.

## A 15 GHz example

Take rough values for a gallium nitride transistor with a 0.25 µm gate and 0.2 mm width: $g_m=50$ mS, $C_{gs}=0.24$ pF, $C_{gd}=0.02$ pF, $C_{ds}=0.06$ pF, $R_i=5$ Ω and $R_{ds}=250$ Ω. Coils of 0.65 nH make a 50 Ω gate line with cutoff at 24.5 GHz. Adding 0.177 pF at each drain equalizes the phases at 1.31 rad per section.

For the gate line $r=\sqrt{1-(15/24.49)^2}=0.79$ and $G=2.56$ mS, so (11) gives $A_g\approx0.00256\times50/(2\times0.79)=0.081$. For the drain line it gives $A_d\approx0.127$. The full relation (2) gives 0.0800 and 0.1265 neper, or 0.69 and 1.10 dB. Then

$$N^*=\frac{0.4581}{0.04647}=9.86,\qquad M=9.37 .$$

The best integer is 10. The bounds (9) are 9.69 and 9.94, so here the reciprocal of the mean attenuation is already a good estimate.

Solving the complete circuit for every $N$ from 1 to 30 also puts the maximum at 10, with a power gain of 14.95 dB relative to the available source power. Nine and eleven transistors give 14.92 and 14.90 dB. Six give 14.05 dB, a loss of 0.90 dB for four fewer devices. Equation (10) predicts about 0.68 dB below the peak for six, so the higher terms matter that far away. Twenty transistors give 12.24 dB, less than six do.

With the same components, $N^*$ is 28 at 5 GHz, 16 at 10 GHz and 7.2 at 18 GHz. These values use the attenuations alone; the phases were matched at 15 GHz. A wideband amplifier has one $N$, so the frequency at which its gain matters most must be chosen before (1) is applied.

## The model beside a real amplifier

The device values are of the usual order for this transistor class, but individual processes differ. Real amplifiers also have lossy coils and hot channels. A coil quality factor of 25 at 15 GHz means 2.45 Ω per coil. This adds about 0.03 neper to each attenuation and lowers $N^*$ to 7.6. Separately, if the 5 Ω value of $R_i$ holds at 300 K and $R_i$ scales as $T^{1.5}$, an assumed law, a channel at 425 K has $R_i=8.4$ Ω and $N^*=7.7$; $g_m$ and $R_{ds}$ were held fixed, so the gain of a hot device is not fully represented. In each case the lines were synchronized again and the best integer is 8. Adding both increments to the attenuations gives $N^*\approx6$.

The following idealizations matter less here. A drain capacitance 5% too large produces a phase error of 0.038 rad per section; the best number remains 10 and the gain falls by 0.04 dB. Plain 50 Ω ends leave the best number at 10 and give 14.87 dB. A gate control amplitude of 1 V produces a drain swing of 6.3 V in the linear model. With a 28 V supply the peak is 34 V, well below a rough breakdown voltage of 100 V.

Feedback is a more serious omission. One path is the source lead: its resistance and inductance are left out here, although both change the gain and the resistance also shifts the best number. With 50 Ω ends, a source resistance of 1 Ω moves the steady-state maximum to 12 and 2 Ω moves it to 17, while an inductance of 10 to 30 pH leaves it at 10 and lowers the gain by 0.9 to 2.5 dB. Another path is $C_{gd}$. Transfer through it can be switched on by letting a fraction of $C_{gd}$ bridge gate and drain while the rest is grounded at both nodes, which holds the capacitive loading fixed. With 50 Ω ends, a fraction of 1% or 10% leaves the amplifier stable for all $N$ up to 30 and moves the best number to 9. With the whole of $C_{gd}$ bridging and lossless coils, the circuit first becomes unstable at $N=4$, oscillating near 20.5 GHz, toward the line cutoff, and it stays unstable up to $N=30$. The threshold depends on the losses. With 2.45 Ω coils it moves to $N=5$. With those coils and $R_i=8.4$ Ω together the circuit is stable up to $N=30$, but its gain then peaks at $N=29$, not near the 6 given by (1). For lossless coils the steady-state calculation still returns a maximum of 18.4 dB at $N=14$, but that circuit has a growing oscillation near 22 GHz, so the figure is not the gain of a working amplifier.

A rough estimate indicates how strong the feedback through $C_{gd}$ is. By (3), a current injected at a node creates a voltage of about $Z_0/(2r)=31.6$ Ω times that current. The forward gate and drain waves are then coupled through the product

$$p=(-g_m)(j\omega C_{gd})\left(\frac{Z_0}{2r}\right)^2\approx-0.094j .$$

If the two waves vary as $e^{\lambda x}$, their coupled equations give $(\lambda+A_g)(\lambda+A_d)=p$, or

$$\lambda=-\frac{A_g+A_d}{2}\pm\sqrt{\left(\frac{A_d-A_g}{2}\right)^2+p}\,.$$

The square root has a real part of about 0.22, larger than the mean attenuation of 0.10, so in this estimate one combined wave grows along the amplifier. With a tenth of the capacitance the real part is about 0.07 and both waves decay. This estimate omits backward waves and does not predict the instability threshold or the peak at $N=14$.

For this single-transistor cell, then, ten is the optimum of the model without feedback, and it is not a safe design number. Formula (1) becomes a useful guide to the small-signal gain when the lines are synchronized, feedback through $C_{gd}$ and the source lead is weak enough, and coil loss and operating temperature are included in $A_g$ and $A_d$. Output power and bandwidth may call for a different number. The numerical output below lists the main computed values, with coil loss and the hot channel treated separately.

## Values computed for the example and the checks

```
frequency 15 GHz, line impedance 50 ohm
gm 50 mS, Ri 5 ohm, Rds 250 ohm
Cgs 0.24 pF, Cgd 0.02 pF, Cds 0.06 pF
coil per section 0.650 nH, cutoff 24.49 GHz
total drain C 0.2565 pF, added 0.1765 pF
phase per section 1.3105 rad (both lines)
first-order Ag 0.0809, Ad 0.1269 neper
ladder Ag 0.07998, Ad 0.12646 neper
ladder Ag 0.695, Ad 1.098 dB
ln(Ad/Ag) 0.4581, Ad-Ag 0.04647 neper
N_star 9.857, M 9.366
bounds on N_star 9.688 to 9.943
best integer from circuit 10
  power gain, N=1: 2.944 dB
  power gain, N=6: 14.052 dB
  power gain, N=9: 14.919 dB
  power gain, N=10: 14.953 dB
  power gain, N=11: 14.901 dB
  power gain, N=20: 12.240 dB
smallest N within 1 dB of maximum 6
  5 GHz: Ag 0.0073, Ad 0.1000 neper, N_star 28.29
  10 GHz: Ag 0.0310, Ad 0.1094 neper, N_star 16.08
  15 GHz: Ag 0.0800, Ad 0.1265 neper, N_star 9.86
  18 GHz: Ag 0.1328, Ad 0.1468 neper, N_star 7.16
Neglected effects (best N among 1 to 30, gain there):
coil Q 25 gives 2.45 ohm per coil
425 K, Ri as T^1.5: 8.43 ohm
  coil loss: Ag 0.1106, Ad 0.1570 neper
    N_star 7.55, best 8, 12.64 dB
  hot channel: Ag 0.1321, Ad 0.1270 neper
    N_star 7.72, best 8, 12.79 dB
  drain C +5%: phase error 0.0378 rad/section
    best 10, 14.91 dB
  50 ohm ends, 0% of Cgd bridging: stable
    best 10, 14.87 dB; N=10: 14.87 dB
  50 ohm ends, 1% of Cgd bridging: stable
    best 9, 14.86 dB; N=10: 14.85 dB
  50 ohm ends, 10% of Cgd bridging: stable
    best 9, 14.78 dB; N=10: 14.63 dB
  50 ohm ends, 100% of Cgd bridging: unstable from N=4
    best 14, 18.40 dB; N=10: 17.08 dB
drain swing for 1 V gate amplitude 6.26 V
peak drain 34.3 V (supply 28 V, rough breakdown 100 V)
```
